\section*{The Bosanquet Relation for Gas Diffusion in a Pore}

\section*{The problem}

When atomic layer deposition is used to coat the inside of a narrow pore, the precursor molecules of a gas $A$ may have to diffuse through a carrier gas $B$ that fills it. They lose axial momentum to the pore wall and to the carrier. The aim is to find the diffusivity when both losses matter, and to find out what has to be assumed about them.

The pore is a long straight cylinder of diameter $d=2R$ along $z$, at uniform temperature $T$. The gases are ideal, with number densities $n_A$ and $n_B$, total density $n=n_A+n_B$ and mole fraction $y=n_A/n$. All quantities are averaged over the cross-section. The mean axial velocities $u_A$ and $u_B$ are small compared with thermal speeds, and the fluxes are $N_A=n_Au_A$ and $N_B=n_Bu_B$. A molecule that hits the wall leaves it diffusely, with no memory of its earlier velocity. Adsorption, surface diffusion and pressure-driven viscous flow are left out.

\section*{(a) The momentum balance}

\textbf{Question.} Suppose that the wall removes the mean momentum of $A$ at a rate $\nu_w$ per molecule, and that $B$ exerts a drag proportional to $u_A-u_B$. Suppose also that neither coefficient is changed by the presence of the other process. Express both coefficients through diffusivities and find the equation for the flux of $A$.

\textbf{Solution.} In a steady state, the force from the partial pressure gradient balances the two losses. Per unit volume,
\begin{equation}
-\frac{dp_A}{dz}=n_Am_A\nu_wu_A+K(u_A-u_B),\qquad p_A=n_Ak_BT .
\label{balance}
\end{equation}
The convective momentum flux $n_Am_Au_A^2$ has been dropped because it is of second order in the drift. Collisions between two $A$ molecules do not appear, since they conserve the total momentum of $A$.

First remove the gas drag. Equation \eqref{balance} becomes $-k_BT\,dn_A/dz=m_A\nu_wN_A$. The Knudsen diffusivity $D_K$ is defined by $N_A=-D_K\,dn_A/dz$ in this situation, so
\begin{equation}
\nu_w=\frac{k_BT}{m_AD_K}.
\end{equation}
Next remove the wall and let the fluxes be equal and opposite. The molecular diffusivity $D_{AB}$ is defined by $N_A=-D_{AB}\,dn_A/dz$ in that situation. With
\begin{equation}
K=\frac{n_An_Bk_BT}{nD_{AB}}
\label{Kdef}
\end{equation}
the drag divided by $k_BT$ is
\begin{equation}
\frac{n_An_B(u_A-u_B)}{nD_{AB}}=\frac{(1-y)N_A-yN_B}{D_{AB}},
\end{equation}
which equals $N_A/D_{AB}$ for $N_B=-N_A$, as the definition requires. With both losses present, division of \eqref{balance} by $k_BT$ gives
\begin{equation}
-\frac{dn_A}{dz}=\frac{N_A}{D_K}+\frac{(1-y)N_A-yN_B}{D_{AB}} .
\label{flux}
\end{equation}
The addition of the two terms is the physical assumption. Each coefficient was fixed with the other process absent and is then used with both present.

\section*{(b) The wall alone}

\textbf{Question.} Find $D_K$ for the cylinder. Would it be correct to compute the wall drag from a Maxwell distribution displaced by $u_A$?

\textbf{Solution.} For a molecule that starts in equilibrium, the growth of $\langle z^2\rangle$ gives
\begin{equation}
D=\int_0^\infty\langle v_z(0)v_z(t)\rangle\,dt .
\label{gk}
\end{equation}
Until the first wall hit, at time $t_w$, the velocity is constant. After it, the average of $v_z$ is zero whatever the initial velocity was. The integrand is therefore $v_z^2$ up to $t_w$ and averages to zero afterwards, so $D_K=\langle v_z^2t_w\rangle$.

Let $\theta$ be the angle between the velocity and the axis, and $L$ the distance to the wall along the flight. Then $v_z^2t_w=(v\cos\theta)^2L/v$. Speed and direction are independent, so
\begin{equation}
D_K=\bar v\,\langle\cos^2\theta\,L\rangle,\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m_A}} .
\end{equation}
Write $L=q/\sin\theta$, where $q$ is the distance projected on the cross-section. The angular average is
\begin{equation}
\left\langle\frac{\cos^2\theta}{\sin\theta}\right\rangle=\frac12\int_0^\pi\cos^2\theta\,d\theta=\frac{\pi}{4}.
\end{equation}
For a given projected direction, the disc is made of parallel chords at offset $b$ with length $h=2\sqrt{R^2-b^2}$. Starting points fill the disc uniformly, so
\begin{equation}
\langle q\rangle=\frac{1}{\pi R^2}\int_{-R}^{R}db\int_0^{h}q\,dq
=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-b^2)\,db=\frac{8R}{3\pi}=\frac{4d}{3\pi}.
\end{equation}
The product of the two averages is $d/3$, and
\begin{equation}
D_K=\frac{\bar vd}{3}.
\label{DK}
\end{equation}

A displaced Maxwell distribution gives a different answer. It sends $n_A\bar v/4$ molecules per unit area and time to the wall, each with mean axial momentum $m_Au_A$. The wall area per unit volume is $4/d$, so the loss rate would be $\bar v/d$ and the diffusivity $k_BTd/(m_A\bar v)=\pi\bar vd/8$. This is $3\pi/8\approx1.18$ times \eqref{DK}. In free flight, a density gradient disturbs the distribution in proportion to $v_z$ times the time since the last wall hit, not to $v_z$ alone. The rate $\nu_w$ in (a) must therefore be taken from \eqref{DK}.

\section*{(c) The gas alone}

\textbf{Question.} Find $D_{AB}$ for hard spheres with collision diameter $\sigma$, taking each gas to have a displaced Maxwell distribution.

\textbf{Solution.} Let $\mathbf g=\mathbf v_A-\mathbf v_B$, and let $\mu=m_Am_B/(m_A+m_B)$ be the reduced mass. For impact parameter $b$ the deflection angle $\chi$ obeys $\cos\chi=2b^2/\sigma^2-1$. Since $b^2/\sigma^2$ is uniform between 0 and 1, $\cos\chi$ is uniform between $-1$ and 1, and the relative velocity after a collision averages to zero. On average $A$ thus loses the momentum $\mu\mathbf g$. With $w=u_A-u_B$ along $z$,
\begin{equation}
Kw=n_An_B\,\mu\pi\sigma^2\langle g\,g_z\rangle .
\end{equation}
The distribution of $\mathbf g$ is a Maxwell distribution of mass $\mu$ displaced by $w$. To first order it is the undisplaced one times $1+\mu wg_z/k_BT$. The zeroth-order term vanishes by symmetry, and $g_z^2$ may be replaced by $g^2/3$:
\begin{equation}
\langle g\,g_z\rangle=\frac{\mu w}{3k_BT}\langle g^3\rangle_0=\frac43\,\bar g\,w,
\qquad \bar g=\sqrt{\frac{8k_BT}{\pi\mu}} .
\end{equation}
The last step uses $\langle g^3\rangle_0=(4k_BT/\mu)\bar g$, which follows from the ratio of $\int g^5e^{-ag^2}dg=1/a^3$ to $\int g^3e^{-ag^2}dg=1/(2a^2)$, with $a=\mu/2k_BT$. Hence $K=\frac43n_An_B\mu\pi\sigma^2\bar g$, and \eqref{Kdef} gives
\begin{equation}
D_{AB}=\frac{3k_BT}{4\pi n\mu\sigma^2\bar g}
=\frac{3}{8n\sigma^2}\sqrt{\frac{k_BT}{2\pi\mu}} .
\label{DAB}
\end{equation}
This is the first Chapman--Enskog approximation. It neglects the distortion of the distributions beyond a displacement.

\section*{(d) Both losses together}

\textbf{Question.} Define $D_{\rm eff}$ by $N_A=-D_{\rm eff}\,dn_A/dz$. Find it for a given flux ratio $r=N_B/N_A$. When do $r$ and $y$ drop out of it? What is $r$ at uniform total pressure?

\textbf{Solution.} Put $N_B=rN_A$ in \eqref{flux} and divide by $N_A$:
\begin{equation}
\frac1{D_{\rm eff}}=\frac1{D_K}+\frac{1-(1+r)y}{D_{AB}} .
\label{general}
\end{equation}
The composition drops out if $r=-1$, which is equimolar counterflow, or if $|(1+r)y|\ll1$, which is the case of dilute $A$ without a large flux of $B$. Then
\begin{equation}
\boxed{\frac1{D_{\rm eff}}=\frac1{D_K}+\frac1{D_{AB}}}
\label{bos}
\end{equation}
This is the Bosanquet relation. The smaller diffusivity dominates: $D_{\rm eff}\to D_K$ in a narrow pore and $D_{\rm eff}\to D_{AB}$ in a wide one.

For the total pressure, write the balance for $B$ as well. The drag between the gases enters it with the opposite sign and cancels in the sum:
\begin{equation}
-\frac{dn}{dz}=\frac{N_A}{D_{K,A}}+\frac{N_B}{D_{K,B}} .
\label{total}
\end{equation}
If $n$ is uniform, and if collisions in the gas leave both wall coefficients unchanged, as assumed in (a), then $r=-D_{K,B}/D_{K,A}$. Since $D_K\propto m^{-1/2}$,
\begin{equation}
r=-\sqrt{m_A/m_B}.
\end{equation}
In this model the fluxes at uniform pressure are thus equimolar only for equal masses, and otherwise \eqref{bos} holds only approximately, when $|(1+r)y|\ll1$ (dilute $A$ or nearly equal masses) or when the pore is so narrow that the wall term dominates. Conversely, equimolar counterflow of unequal masses, or a stagnant carrier with $r=0$, implies a total pressure gradient. The viscous flow driven by that gradient is left out of \eqref{general}.

\section*{(e) Is statistical independence enough?}

\textbf{Question.} Describe the loss of velocity memory by two linear operators, $W$ for the wall and $G$ for the gas, and ignore position in the pore. When do the reciprocal diffusivities add?

\textbf{Solution.} Let $(f,h)$ be the equilibrium average of $fh$. Take $W$ and $G$ to satisfy detailed balance, so that they are symmetric, and to be positive on functions of zero mean. A velocity function decays as $e^{-(W+G)t}$, and \eqref{gk} gives
\begin{equation}
D=\bigl(v_z,(W+G)^{-1}v_z\bigr).
\end{equation}
If $Wv_z=\omega_wv_z$ and $Gv_z=\omega_gv_z$, then $D=\langle v_z^2\rangle/(\omega_w+\omega_g)$. Its reciprocal is the sum of $\omega_w/\langle v_z^2\rangle$ and $\omega_g/\langle v_z^2\rangle$, which are the reciprocals for each process alone. In this case of fixed rates the addition assumed in (a) is exact. The wall of the cylinder is not of this kind, because its hit rate depends on the transverse velocity.

In general, let $M$ be any such operator and $D_M=(v_z,M^{-1}v_z)$. For every $\varphi$ with $(\varphi,v_z)=1$, the Cauchy--Schwarz inequality gives
\begin{equation}
1=\bigl(M^{1/2}\varphi,M^{-1/2}v_z\bigr)^2\le(\varphi,M\varphi)\,D_M ,
\end{equation}
with equality for $\varphi=M^{-1}v_z/D_M$. So $1/D_M$ is the minimum of $(\varphi,M\varphi)$. The minimum of a sum is at least the sum of the separate minima, hence
\begin{equation}
\frac1D\ge\frac1{D_W}+\frac1{D_G}.
\end{equation}

Equality holds if and only if the same $\varphi$ minimises both terms, that is, if $W^{-1}v_z$ and $G^{-1}v_z$ are proportional. Fixed rates satisfy this condition.

A one-dimensional example shows that the excess can be appreciable. It illustrates the inequality and is not a model of the pore, where the rate of wall hits depends on the transverse velocity and not on $v_z$. Let the gas relax the velocity gradually, by a Fokker--Planck operator with rate $\gamma$. Let the wall replace it by a fresh equilibrium velocity at the same rate $\gamma$ for all molecules. On a grid of 400 velocities, inversion of the matrices gives a resistance $1/D$ equal to 1.000 times the sum. Now let the wall act at the rate $\gamma|v_z|/\sqrt{k_BT/m_A}$, with new velocities drawn in proportion to $|v_z|$ times the Maxwell weight, which preserves equilibrium. The resistance becomes 1.11 times the sum. The two processes are still independent random events, but they no longer share the eigenfunction $v_z$. Independence alone is therefore not enough, whereas fixed momentum-loss rates are sufficient.

\section*{(f) A cylinder with scatterers}

\textbf{Question.} In a real pore the wall loss also depends on position. Replace $B$ by fixed centres that scatter $A$ isotropically, with a free path $\ell$ independent of speed. Find $D$ and compare it with \eqref{bos} for $\ell\ll d$ and $\ell\gg d$.

\textbf{Solution.} Either kind of event erases the mean of $v_z$, so the argument of (b) holds with the time to the first event. The distance to the first scatterer is exponentially distributed with mean $\ell$. The mean distance to the first event, for given $L$, is
\begin{equation}
\int_0^Le^{-x/\ell}dx=\ell\,(1-e^{-L/\ell}),
\end{equation}
because $e^{-x/\ell}$ is the chance of reaching $x<L$ undisturbed. Therefore
\begin{equation}
D=\bar v\ell\,\bigl\langle\cos^2\theta\,(1-e^{-L/\ell})\bigr\rangle .
\label{cyl}
\end{equation}
Without walls this is $D_g=\bar v\ell/3$, which plays the part of $D_{AB}$. Since $D_K/D_g=d/\ell$, the Bosanquet value is $D_g/(1+\ell/d)$.

For $\ell\ll d$, only starting points near the wall contribute to the exponential. Along a chord, $\int_0^h e^{-q/(\ell\sin\theta)}dq\approx\ell\sin\theta$, and the integral over offsets contributes $2R/(\pi R^2)=4/(\pi d)$. Thus
\begin{equation}
\frac{D}{D_g}\approx1-3\,\frac{4\ell}{\pi d}\,\frac12\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta
=1-\frac{3\ell}{4d},
\end{equation}
since the angular integral is $\pi/8$. The Bosanquet relation gives $1-\ell/d$ and is slightly too low.

For $\ell\gg d$, expansion of \eqref{cyl} gives $D_K$ minus $\bar v\langle\cos^2\theta\,L^2\rangle/(2\ell)$. Here $\langle q^2\rangle=(\pi R^2)^{-1}\int(h^3/3)\,db=R^2=d^2/4$. The angular factor $\frac12\int(\cos^2\theta/\sin\theta)\,d\theta$ diverges logarithmically at both ends, where flights are nearly axial. The expansion fails there once $L\sim\ell$, that is at $\sin\theta\sim d/\ell$, and this cuts the factor off at $\ln(\ell/d)$. To leading logarithm,
\begin{equation}
\frac{D}{D_K}\approx1-\frac38\,\frac d\ell\ln\frac\ell d ,
\end{equation}
where the Bosanquet relation has $1-d/\ell$. For sufficiently large $\ell/d$ the logarithm wins and the relation is too high. Both end values are right, but neither approach to them is.

Gauss--Legendre quadrature of \eqref{cyl} for $d/\ell$ from $10^{-3}$ to $10^3$ shows the region between. Relative to the Bosanquet value, $D$ is lowest by 4.6\% near $d/\ell=0.22$ and highest by 2.4\% near $d/\ell=4.5$. The difference changes sign once on the scanned points, at $d/\ell=1.43$. In this model the relation is thus a good interpolation, but not an identity. The inequality of (e) does not apply, because motion across the pore is not part of its velocity operators.

\section*{(g) Numbers}

\textbf{Question.} Take $m_A=100$~u, $m_B=30$~u, $\sigma=0.5$~nm, $T=500$~K and a pressure of 1000~Pa. Find $D_{\rm eff}$ for $d=10~\mu$m, the diameter at which both losses are equal, and the effect of a precursor fraction of 0.30.

\textbf{Solution.} These are round model parameters. The density is $n=p/k_BT=1.449\times10^{23}~\mathrm{m^{-3}}$, the mean speed is $\bar v=325.4$~m/s and the reduced mass is $\mu=23.08$~u. Equations \eqref{DK} and \eqref{DAB} give
\begin{align}
D_K&=\tfrac13(325.4)(10^{-5})=1.085\times10^{-3}~\mathrm{m^2/s},\\
D_{AB}&=1.753\times10^{-3}~\mathrm{m^2/s}.
\end{align}
From \eqref{bos},
\begin{equation}
D_{\rm eff}=\frac{D_KD_{AB}}{D_K+D_{AB}}
=\frac{1.085\times1.753}{1.085+1.753}\times10^{-3}
=6.70\times10^{-4}~\mathrm{m^2/s},
\end{equation}
or $6.70~\mathrm{cm^2/s}$. The wall supplies $D_{\rm eff}/D_K=62\%$ of the resistance. Equal shares require $\bar vd/3=D_{AB}$, so $d=3D_{AB}/\bar v=16.2~\mu$m. This diameter varies as $1/p$ at fixed temperature, because $D_{AB}\propto1/n$ while $D_K$ does not depend on density.

The wall share is 99.4\% at $d=0.1~\mu$m, 94\% at $1~\mu$m and 14\% at $100~\mu$m. In the narrowest of these pores the carrier hardly matters, and $D_{\rm eff}=1.08\times10^{-5}~\mathrm{m^2/s}$ is practically $D_K$.

For $y=0.30$ and $d=10~\mu$m, a stagnant carrier has the factor $1-y=0.70$ in \eqref{general}. Then $D_{\rm eff}=7.57\times10^{-4}~\mathrm{m^2/s}$, which is 13\% above the Bosanquet value. This figure leaves out the viscous flow driven by the total pressure gradient, which is not negligible here. For an assumed viscosity $\eta=2\times10^{-5}$~Pa\,s, the Poiseuille coefficient $pd^2/(32\eta)$ is about $1.6\times10^{-4}~\mathrm{m^2/s}$, or 14\% of $D_K$. This is itself a rough figure, since the free path $1/(\sqrt2\,n\pi\sigma^2)\approx6~\mu$m is comparable with $d$ and Poiseuille flow assumes a much shorter one. The 13\% is therefore only indicative. At uniform pressure the model of (d) gives $r=-\sqrt{100/30}=-1.826$, and the factor is $1+0.826\times0.30=1.248$. The carrier now streams against the precursor faster than in equimolar flow, and $D_{\rm eff}=6.12\times10^{-4}~\mathrm{m^2/s}$, 9\% below the Bosanquet value. At $y=0.01$, again without viscous flow, both changes are below 0.4\%.

The percentages of (f) should not be carried over to this mixture as corrections. A heavy precursor keeps part of its direction when it hits a light carrier molecule, whereas the fixed centres of (f) erase it. For this mixture, the error of adding the rates is not determined here, and it need not be smaller than in (f). The diffusivities and wall shares above are values of the additive model, not predictions to three figures.
